# Avalanche Gain and Breakdown for Electron Injection at Constant Ionisation Coefficients

Q: You say that an avalanche region multiplies an injected electron current. Electrons and holes run in opposite directions there. Why should their currents add, and not cancel?

A: Because their charges are opposite too. Let the region occupy $0<x<W$, with the field directed so that electrons drift towards $+x$ and holes towards $-x$. A negative charge moving towards $+x$ carries conventional current towards $-x$, and so does a positive charge moving towards $-x$. I write $J_n(x)$ and $J_p(x)$ for the magnitudes of the two currents through the fixed cross-section. The total is $J=J_n+J_p$.

An electron creates on average $\alpha$ electron–hole pairs per unit length of its path, and a hole creates $\beta$. The field is taken as uniform and undisturbed by the carriers, so both coefficients are constants. I also assume that a carrier can ionise immediately after its birth, that nothing recombines, and that no other process generates carriers inside the region.

Q: Then write the balance. I want to see where the sign of the hole equation comes from.

A: Take a slice from $x$ to $x+dx$ in the steady state. An electron current $J_n$ brings $J_n/q$ electrons per unit time, where $q$ is the elementary charge, and each makes $\alpha\,dx$ pairs while crossing. Holes contribute likewise. The slice therefore creates $(\alpha J_n+\beta J_p)\,dx/q$ pairs per unit time.

Electrons enter at $x$ and leave at $x+dx$, so the outgoing current is the larger one at $x+dx$:

$$J_n(x+dx)=J_n(x)+(\alpha J_n+\beta J_p)\,dx .$$

Holes enter at $x+dx$ and leave at $x$, so their larger current is at $x$:

$$J_p(x)=J_p(x+dx)+(\alpha J_n+\beta J_p)\,dx .$$

Dividing by $dx$ gives

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,\qquad \frac{dJ_p}{dx}=-(\alpha J_n+\beta J_p).$$

The minus sign records the direction of hole travel; it does not mean that holes are lost. Adding the equations gives $dJ/dx=0$, so $J$ has the same value at every $x$.

Q: You know the electron current at one end, but the hole current at the other. How can you integrate from either side?

A: By carrying the unknown constant $J$ through the integration and fixing it at the end. For pure electron injection the conditions are

$$J_n(0)=J_{n0},\qquad J_p(W)=0 .$$

The second says that no holes enter at $x=W$. Insert $J_p=J-J_n$ in the electron equation and write $\delta=\alpha-\beta$:

$$\frac{dJ_n}{dx}=\alpha J_n+\beta(J-J_n)=\delta J_n+\beta J .$$

Multiply by $e^{-\delta x}$ and take the term $\delta J_n$ to the left. The left side is then the derivative of a product:

$$\frac{d}{dx}\left(J_n e^{-\delta x}\right)=\beta J e^{-\delta x}.$$

For $\delta\neq0$, integration from $0$ to $x$ gives

$$J_n(x)e^{-\delta x}-J_{n0}=\frac{\beta J}{\delta}\left(1-e^{-\delta x}\right),$$

and multiplication by $e^{\delta x}$ gives

$$J_n(x)=J_{n0}e^{\delta x}+\frac{\beta J}{\delta}\left(e^{\delta x}-1\right).$$

At $x=W$ there is no hole current, so $J_n(W)=J$:

$$J=J_{n0}e^{\delta W}+\frac{\beta J}{\delta}\left(e^{\delta W}-1\right).$$

Multiply by $\delta$ and collect the terms in $J$:

$$J\left(\delta+\beta-\beta e^{\delta W}\right)=\delta J_{n0}e^{\delta W}.$$

Since $\delta+\beta=\alpha$, the multiplication factor $M_n=J/J_{n0}$ is

$$M_n=\frac{(\alpha-\beta)e^{(\alpha-\beta)W}}{\alpha-\beta e^{(\alpha-\beta)W}} .$$

For $\alpha>0$, division of numerator and denominator by $\alpha e^{\delta W}$ gives the equivalent form

$$M_n=\frac{1-k}{e^{-(1-k)\alpha W}-k},\qquad k=\frac{\beta}{\alpha}.$$

Q: Put numbers in. Does a small hole coefficient really matter?

A: Take the round model values $\alpha=2.0\ \mu\text{m}^{-1}$, $\beta=0.2\ \mu\text{m}^{-1}$ and $W=1.0\ \mu\text{m}$, so that $k=0.10$. Then $\delta W=1.8$ and $e^{1.8}=6.0496$. The denominator is $2.0-0.2\times6.0496=0.7901\ \mu\text{m}^{-1}$, and

$$M_n=\frac{1.8\times6.0496}{0.7901}=13.78 .$$

With the same $\alpha$ but $\beta=0$, the gain would be $7.389$. Hole ionisation thus raises it by a factor $13.78/7.389=1.87$, although a hole is ten times less likely to ionise per unit length.

For an injected current of $1\ \text{nA}$, the total is $13.783\ \text{nA}$ everywhere. At the midpoint the exponential is $e^{0.9}=\sqrt{6.0496}=2.4596$, so

$$J_n=2.4596+\frac{0.2\times13.783}{1.8}(2.4596-1)=4.695\ \text{nA},$$

and the hole current is $13.783-4.695=9.088\ \text{nA}$. At $x=0$ the hole current is $12.783\ \text{nA}$. That is $M_n-1$ times the injected current, because each created pair sends one hole out there.

Q: Your formula has $\alpha-\beta$ in it. At equal coefficients it reads zero over zero.

A: The original equation has no difficulty there. With $\alpha=\beta$ it becomes $dJ_n/dx=\alpha J$, hence $J_n(x)=J_{n0}+\alpha Jx$. Setting $J_n(W)=J$ gives

$$M_n=\frac{1}{1-\alpha W}\qquad(\alpha=\beta).$$

The general formula has the same limit. Its denominator is $\alpha-\beta(1+\delta W+\dots)=\delta(1-\beta W+\dots)$, where the omitted terms inside the last bracket vanish with $\delta$. The factor $\delta$ cancels against the numerator, and $e^{\delta W}\to1$.

For $\beta=0$ the general formula reduces to $M_n=e^{\alpha W}$. Electrons then multiply on their way across, and the holes leave without starting anything new.

Q: And if the holes ionise more strongly than the electrons? Then $\alpha-\beta$ is negative.

A: The derivation never used its sign. To see that the gain starts positive in either case, divide the denominator by $\delta$ and call the result $D$:

$$D(W)=\frac{\alpha-\beta e^{\delta W}}{\delta}=1-\frac{\beta}{\delta}\left(e^{\delta W}-1\right)=1-\beta\int_0^W e^{\delta x}\,dx .$$

The gain is $M_n=e^{\delta W}/D$. Whatever the sign of $\delta$, $D$ equals 1 at $W=0$ and decreases steadily with $W$ if $\beta>0$.

Q: What changes if I inject holes at the other end?

A: Reflect the $x$ axis and exchange the names of the carriers. This exchanges $\alpha$ and $\beta$, so the hole-injection gain is

$$M_p=\frac{(\beta-\alpha)e^{(\beta-\alpha)W}}{\beta-\alpha e^{(\beta-\alpha)W}} .$$

Multiply numerator and denominator by $e^{\delta W}$, then change both signs:

$$M_p=\frac{\beta-\alpha}{\beta e^{\delta W}-\alpha}=\frac{\delta}{\alpha-\beta e^{\delta W}}=M_ne^{-\delta W}.$$

In the example $M_p=13.783/6.0496=2.278$. Injecting the carrier with the larger coefficient gives the larger gain, but the denominator is common to both.

Q: That denominator can vanish. Is this your breakdown condition?

A: Yes. For $\alpha,\beta>0$ and $\alpha\neq\beta$, it vanishes when $e^{(\alpha-\beta)W}=\alpha/\beta$, that is, at

$$W_B=\frac{\ln(\alpha/\beta)}{\alpha-\beta}.$$

The logarithm and the difference have the same sign, so $W_B$ is positive. Because $D$ decreases steadily, it has no other zero. At equal coefficients $W_B=1/\alpha$. If either coefficient is zero, there is no breakdown at finite width: a loop needs holes to send the avalanche back and electrons to send it forward.

For the example, $W_B=\ln(10)/1.8=1.279\ \mu\text{m}$, or $1279\ \text{nm}$.

Q: A device has a fixed width. One raises its voltage, not its thickness.

A: Then read the condition in dimensionless form:

$$\alpha W=\frac{\ln(1/k)}{1-k}.$$

If $W$ stays at $1.0\ \mu\text{m}$ and $k$ is held at $0.10$, breakdown requires $\alpha=2.558\ \mu\text{m}^{-1}$. In a real junction $k$ generally changes with the field as well. One then needs both coefficients as functions of field to turn the condition into a voltage.

The right side equals $1.00$ at $k=1$, $1.39$ at $k=0.5$, $2.56$ at $k=0.1$ and $4.65$ at $k=0.01$. It grows without limit as $k\to0$, but only logarithmically: a tenfold reduction of $k$ from $0.1$ to $0.01$ does not even double it.

Q: So far a denominator is zero. That is algebra. What does the device do at this point?

A: First, it can carry a current with no injection. Before division by $J_{n0}$, our result reads

$$J\,D(W)=J_{n0}e^{\delta W}.$$

Set $J_{n0}=0$. If $D\neq0$, then $J=0$. If $D=0$, any value of $J$ is allowed: electrons made by holes near $x=0$ replace the missing injection. Within these linear equations the size of that current is undetermined.

Q: And beyond it? For $W=1.5\ \mu\text{m}$ your formula gives a gain of $-27.4$. Surely the current does not reverse.

A: It does not. For $D<0$ and $J_{n0}>0$ the steady-state balance demands a negative $J$, whereas $J$ is a sum of two magnitudes. The equations then have no admissible steady state, and the number $-27.4$ is not a gain. To see what replaces the steady state, count the avalanche by generations.

A pair born at $x$ sends its electron over the distance $W-x$ and its hole over the distance $x$. Its direct offspring therefore number on average

$$\alpha(W-x)+\beta x .$$

The electron's offspring are spread uniformly over $(x,W)$, and the hole's over $(0,x)$. The injected electron counts as a pair at $x=0$ whose hole leaves at once.

Q: The offspring number depends on position, and the positions change from one generation to the next. You cannot just ask whether it exceeds one.

A: Right, so give each pair a positive weight $u(x)$ that measures its value for continuing the avalanche. Choose $u$ so that the mean total weight of its direct offspring is a fixed multiple $\lambda$ of its own weight:

$$\lambda u(x)=\alpha\int_x^W u(y)\,dy+\beta\int_0^x u(y)\,dy .$$

Differentiation with respect to $x$ gives

$$\lambda u'(x)=-\alpha u(x)+\beta u(x)=-\delta u(x),$$

so, up to a constant factor, $u(x)=e^{-\delta x/\lambda}$. The integral equation at the two ends reads

$$\lambda u(0)=\alpha\int_0^W u\,dy,\qquad \lambda u(W)=\beta\int_0^W u\,dy .$$

Their ratio requires $u(W)/u(0)=\beta/\alpha$, or $e^{-\delta W/\lambda}=\beta/\alpha$. Taking the logarithm,

$$\lambda=\frac{\delta W}{\ln(\alpha/\beta)}=\frac{W}{W_B}.$$

Q: Differentiating can lose a constant. Does this $u$ satisfy the integral equation itself?

A: Check it at $x=0$, where $u=1$:

$$\alpha\int_0^W e^{-\delta y/\lambda}\,dy=\frac{\alpha\lambda}{\delta}\left(1-\frac{\beta}{\alpha}\right)=\frac{\lambda(\alpha-\beta)}{\delta}=\lambda .$$

The two sides agree at one point and have equal derivatives, so they agree throughout. For $\alpha=\beta$ the weight is constant and $\lambda=\alpha W$, again $W/W_B$.

The mean total weight is thus multiplied by $W/W_B$ in each generation. Since $u$ lies between two positive bounds on $0\le x\le W$, the mean number of pairs lies between two constant multiples of the mean weight. The sum over generations is finite for $W<W_B$ and infinite for $W\ge W_B$. This is the physical content of the vanishing denominator: at breakdown each generation passes its full weight, on average, to the next.

Q: In your example $\lambda=1.0/1.2792=0.782$. Yet the mean generation sizes are $1.000$, $2.000$, $2.200$, $1.880$, $1.474$ and $1.143$. They rise at first. Does that not contradict you?

A: No, because $\lambda$ multiplies the weight, not the raw number. The injected electron starts at $x=0$, where $u=1$; at $x=W$ the weight is $\beta/\alpha=0.1$. The mean weight of generation 1 is $0.782$, carried by $2.000$ pairs, or $0.39$ per pair. Generation 2 has weight $0.7817^2=0.611$ on $2.200$ pairs, or $0.28$ per pair. The number rises while the total weight falls.

The first sizes can be found by hand. Generation 1 has $\alpha W=2.0$ pairs, spread uniformly. The average of $\alpha(W-x)+\beta x$ over the region is $(\alpha+\beta)W/2=1.1$, so generation 2 has $2.0\times1.1=2.2$ pairs. For a thin region this gives

$$M_n=1+\alpha W+\frac{\alpha(\alpha+\beta)}{2}W^2+\dots$$

Hole ionisation enters at second order, since the injected electron must first create a hole. At $W=0.5\ \mu\text{m}$ these terms give $1+1+0.55=2.55$, against the full value $2.94$; later generations supply the rest.

At $W=1.0\ \mu\text{m}$ the summed generations give $13.783$, the same gain as the current equations.

Q: Both calculations use averages. Would following individual carriers give the same number?

A: A simulation that draws each ionisation at random, without using the current equations, gives $13.77\pm0.05$, where the uncertainty is one standard error. The formula's $13.78$ lies within it. The coupled equations, integrated numerically with both end conditions, also give $13.783$. The numerical output below lists these comparisons.

Q: How fast does the gain rise as breakdown approaches?

A: Let $\varepsilon=W_B-W$. Since $e^{\delta W_B}=\alpha/\beta$, we have $e^{\delta W}=(\alpha/\beta)e^{-\delta\varepsilon}$. Substitution gives

$$M_n=\frac{\delta(\alpha/\beta)e^{-\delta\varepsilon}}{\alpha(1-e^{-\delta\varepsilon})}=\frac{\delta}{\beta(e^{\delta\varepsilon}-1)} .$$

For $|\delta|\varepsilon\ll1$, expand $e^{\delta\varepsilon}-1=\delta\varepsilon(1+\delta\varepsilon/2+\dots)$:

$$M_n\simeq\frac{1}{\beta(W_B-W)}\left[1-\frac{\delta(W_B-W)}{2}\right].$$

At $W=0.999\,W_B$ the leading term is $3908.7$. The bracket lowers it by about $0.12\%$, in agreement with the integrated value $3904.2$.

The gain is $13.8$ at $1.00\ \mu\text{m}$, $23.6$ at $1.10\ \mu\text{m}$, $58.7$ at $1.20\ \mu\text{m}$ and $167$ at $1.25\ \mu\text{m}$. The last step adds only $0.05\ \mu\text{m}$ and nearly triples the gain.

Q: Can that sensitivity be stated without being close to breakdown?

A: Yes. Take the logarithm of the expression in $\varepsilon$ and differentiate at fixed coefficients, with $d\varepsilon/dW=-1$:

$$\frac{1}{M_n}\frac{dM_n}{dW}=\frac{\delta e^{\delta\varepsilon}}{e^{\delta\varepsilon}-1}=\beta M_ne^{\delta\varepsilon}.$$

Now $e^{\delta\varepsilon}=(\alpha/\beta)e^{-\delta W}$, and $M_ne^{-\delta W}=M_p$. Hence

$$\frac{1}{M_n}\frac{dM_n}{dW}=\alpha M_p .$$

At $W=1.0\ \mu\text{m}$ this is $2.0\times2.278=4.56\ \mu\text{m}^{-1}$. A width error of $0.01\ \mu\text{m}$, or $1\%$, changes the gain by about $4.6\%$. Without hole ionisation $M_p=1$, and the same error would change it by about $2\%$.

Q: For a single-photon detector biased above breakdown, does each injected electron then start a lasting avalanche?

A: No. The result concerns the mean. With independent ionisations at the constant rate $\alpha$ per unit length, the injected electron crosses without ionising with probability $e^{-\alpha W}$. In that event nothing follows, on either side of breakdown. Some of the avalanches that do start also die out after a few generations. Above breakdown the mean size of late generations grows, by a factor $1.17$ per generation at $W=1.5\ \mu\text{m}$, but the probability of a lasting avalanche needs a separate calculation.

Q: Where would you stop trusting the formula itself?

A: There are three main places. A newly created carrier must gain energy from the field before it can ionise. If the distance this takes is not small compared with $W$ and with the mean ionisation distances $1/\alpha$ and $1/\beta$, the coefficients depend on the carrier's history and the local balance fails. At high gain even a short distance of this kind can change the result noticeably, because the gain then responds strongly to small changes in the ionisation rates. The example is already in this range: if every carrier must travel $0.05\ \mu\text{m}$ after each ionisation event before it can ionise, with the mean ionisation distances unchanged, the gain at $W=1.0\ \mu\text{m}$ falls from $13.8$ to below $10$.

If the field varies across the region, the slice balance can still hold with $\alpha(x)$ and $\beta(x)$, but the integration above, which took them as constants, does not.

Finally, a large current changes the field through the charge of its carriers and through the voltage dropped in the external circuit. The gain then depends on the current, and the linear equations no longer fix it. The divergence at $W_B$ is thus a property of the linear model; what current flows at and above breakdown is decided by the effects left out of it.

## Calculated quantities

```
alpha = 2.0 per um
beta = 0.2 per um
k = beta/alpha = 0.10
W = 1.0 um
injected electron current = 1.0 nA
(alpha-beta)W = 1.800
exp((alpha-beta)W) = 6.0496
denominator alpha-beta*exp = 0.7901 per um
electron-injection gain, formula = 13.783
electron-injection gain, integrated = 13.783
gain, Monte Carlo = 13.77 +- 0.05 (1 s.e.)
hole-injection gain, integrated = 2.278
gain with beta = 0: 7.389
x = 0.0 um: Jn = 1.000 nA, Jp = 12.783 nA
x = 0.5 um: Jn = 4.695 nA, Jp = 9.088 nA
x = 1.0 um: Jn = 13.783 nA, Jp = 0.000 nA
breakdown width, formula = 1.2792 um
breakdown width, integrated = 1.2792 um
alpha at breakdown for W = 1.0 um, k = 0.10: 2.5584 per um
growth factor per generation, W = 1.0 um: 0.7817
growth factor per generation, W = 1.5 um: 1.1726
mean size of generation 0, W = 1.0 um: 1.000
mean size of generation 1, W = 1.0 um: 2.000
mean size of generation 2, W = 1.0 um: 2.200
mean size of generation 3, W = 1.0 um: 1.880
mean size of generation 4, W = 1.0 um: 1.474
mean size of generation 5, W = 1.0 um: 1.143
sum of generations 0 to 200 = 13.783
gain at W = 0.50 um: 2.936
gain at W = 1.10 um: 23.641
gain at W = 1.20 um: 58.727
gain at W = 1.25 um: 166.691
gain at 0.999 W_B, integrated = 3904.2
gain at 0.999 W_B, 1/(beta(W_B-W)) = 3908.7
algebraic value at W = 1.5 um (no steady state): -27.444
alpha*W_B at k = 0.01: 4.6517
alpha*W_B at k = 0.10: 2.5584
alpha*W_B at k = 0.50: 1.3863
alpha*W_B at k = 1.00: 1.0000
```
